Why electron-electron collisions damp optical current only between silicon valleys

**What symmetry fixes**

The Coulomb energy of two electrons depends on their separation. Moving both together changes nothing, so a collision conserves their total momentum. Light in a uniform field couples to the current, and a collision can help it do work only by changing that current. If electron a gains momentum ħq and electron b loses it, the summed velocity along x changes by

ΔV = ħq_x (1/m_a − 1/m_b).

Here m_a and m_b are the masses for motion along x. Equal masses give zero. Absorbed power is quadratic in the field and in this coupling, so it must carry the square of the inverse-mass difference. If K is the friction coefficient per volume, in kg m⁻³ s⁻¹, and absorption is linear in weak friction, dimensions require

Re σ = C e² (1/m_a − 1/m_b)² K/ω².

The number C is 1, as derived below. K may itself depend on ω.

**One valley and several valleys**

Measure each electron's crystal momentum from the minimum of its valley. If electrons keep their valleys and the collision is normal (no reciprocal lattice vector is exchanged), the sum P of these momenta is conserved. In one parabolic valley with mass tensor M,

J = −e M⁻¹P.

J need not be parallel to P, but it is fixed by P. Collisions may redistribute energy and randomize individual velocities while J stays constant. Opposite valleys, such as +x and −x, share the same tensor and behave as one.

With differently oriented valleys,

J = −e Σ_v M_v⁻¹P_v.

Collisions conserve ΣP_v but not each P_v. Moving momentum from a heavy to a light direction changes J.

A classical collision shows the difference. Two electrons with velocities (0.22, 0.05, 0) and (0, −0.02, 0.03) nm/fs approach under screened repulsion, on straight paths that would pass 0.5 nm apart along y at equal times. In the same x valley, the first electron exchanges 46% of its initial momentum, yet the summed velocity changes by a fraction of 4.5×10⁻¹⁶, which is rounding error. With the second electron in a y valley, the summed velocity changes by 1.15 times its initial magnitude.

**How much current can be damped**

Take six equally filled valleys and a field E along x. The x pair holds n₁ = n/3 electrons per volume with mass m_l. The y and z pairs hold n₂ = 2n/3 with mass m_t. Mirror symmetry keeps the mean velocities u₁ and u₂ along x, and the y and z pairs move together. Friction depends on w = u₁ − u₂, and its forces are equal and opposite:

n₁m_l du₁/dt = −n₁eE − Kw

n₂m_t du₂/dt = −n₂eE + Kw.

Let P = n₁m_lu₁ + n₂m_tu₂ now denote the momentum per volume. Adding the equations cancels the friction:

dP/dt = −neE.

Dividing each equation by its mass density and subtracting gives

dw/dt = eE(1/m_t − 1/m_l) − γw

γ = K[1/(n₁m_l) + 1/(n₂m_t)] = Kρ/(n₁n₂m_lm_t),

where ρ = n₁m_l + n₂m_t. Substituting u₂ = u₁ − w into P, and then u₁ = u₂ + w, yields

u₁ = (P + n₂m_tw)/ρ,  u₂ = (P − n₁m_lw)/ρ.

Therefore

J = −e(n₁u₁ + n₂u₂) = −e[nP + n₁n₂(m_t − m_l)w]/ρ.

For time dependence exp(−iωt), replace d/dt by −iω:

P = −ineE/ω,  w = eE(m_l − m_t)/[m_lm_t(γ − iω)].

Inserting both into J gives, for ω > 0,

σ = e²[(n²/ρ)(i/ω) + R/(γ − iω)]

R = n₁n₂(m_l − m_t)²/(ρm_lm_t).

The first term is the motion that carries total momentum, and these collisions cannot damp it. The second is relative motion, which they can. To find their shares, expand

ρ(n₁/m_l + n₂/m_t) = n₁² + n₂² + n₁n₂(m_l/m_t + m_t/m_l)
= n² + n₁n₂(m_l − m_t)²/(m_lm_t).

Division by ρ shows that n²/ρ + R = n₁/m_l + n₂/m_t = n/m_c, which defines the conductivity mass m_c.

With rough silicon masses m_l = 0.92 m₀ and m_t = 0.19 m₀, m_c = 0.258 m₀, while the mean mass ρ/n is 0.433 m₀. The surviving share is m_c/(ρ/n) = 0.258/0.433 = 59.6%, and the dampable share is 40.4%. After a short field pulse, with no other scattering, the current would fall to 59.6% of its initial value and stay there. Electron-electron collisions alone thus give zero dc resistance in this model.

A quantum test of the split used two particles of masses 1 and 3 on a ring, with ħ and the radius set to 1 and interaction energy 20 cos(x₁ − x₂). This is strong enough to hold the particles on opposite sides of the ring, so no lasting relative current can circulate; with a weak interaction the sum below would be much smaller than R. The formula for R with one particle of each kind gives (1 − 3)²/(1·3·4) = 0.3333. The sum of 2|⟨j|V|0⟩|²/(E_j − E₀) over excited states j, with V the summed velocity, also gave 0.3333. For equal masses it gave 5.5×10⁻²⁸.

**The optical limit and the size of K**

For ω ≫ γ, the real part of R/(γ − iω) is Rγ/(ω² + γ²) ≈ Rγ/ω². The densities and ρ cancel in the product

Rγ = K(m_l − m_t)²/(m_l²m_t²) = K(1/m_t − 1/m_l)²,

so C = 1:

Re σ = e²(1/m_t − 1/m_l)²K/ω².

K follows from the absorption probability. For a field E₀ cos ωt, the part of the vector-potential coupling that absorbs a photon has magnitude (eE₀/2ω)V. A uniform field leaves momenta unchanged, so V is diagonal in them. The term quadratic in the vector potential depends only on valley populations and causes no transition here.

The photon may be absorbed before the collision, with energy denominator +ħω, or after it, with denominator −ħω. With collision matrix element W/Ω in volume Ω, the two amplitudes add to

(eE₀/2ω)(W/Ω)(V_i − V_f)/(ħω).

They cancel when the collision leaves the current unchanged. Otherwise V_f − V_i = ΔV. The golden rule multiplies the squared amplitude by 2π/ħ and an energy delta function. Let G₊ be the sum per volume, over initial states and q, of q_x²(W/Ω)² times the initial occupations, the final vacancies and δ(E_f − E_i − ħω). Let G₋ be the same sum for emission, with +ħω in the delta function. Equating net absorbed power to E₀² Re σ/2 gives

Re σ = (2ħω/E₀²)(2π/ħ)(eE₀/2ω)²(1/ħω)² ħ²(1/m_a − 1/m_b)²(G₊ − G₋)
= (πe²/ω³)(1/m_a − 1/m_b)²(G₊ − G₋).

Comparison with the friction result identifies K_ab(ω) = π(G₊ − G₋)/ω. For a Fermi distribution f, f/(1 − f) = exp[(μ − E)/kT]. Pairing each absorbing collision with its reverse then gives G₋ = exp(−ħω/kT)G₊.

To evaluate G₊, divide the energy change between the two electrons, ħν for a and ħ(ω − ν) for b. Define

S_a(q,ν) = (2π/Ω) Σ f_k(1 − f_{k+q}) δ[ν − (E_{k+q} − E_k)/ħ],

summed over k, spin and the two valleys of group a. The delta function splits as

δ(E_f − E_i − ħω) = (1/ħ)∫dν δ(ν − ΔE_a/ħ)δ(ω − ν − ΔE_b/ħ).

Each S contains a factor 2π, so

G₊ = (1/2πħ)∫d³q/(2π)³ q_x²W² ∫dν/(2π) S_a(q,ν)S_b(q,ω − ν)

K_ab = [(1 − exp(−ħω/kT))/(2ħω)] ∫d³q/(2π)³ q_x²W² ∫dν/(2π) S_a(q,ν)S_b(q,ω − ν).

The total is K = K_xy + K_xz = 2K_xy. I use W = e²/[ε(q² + κ²)] with κ² = (e²/ε)∂n/∂μ, which means static screening and lowest-order (Born) scattering. Random sampling of individual collisions, with the same W, agreed with this formula to 0.5% at 0.05 eV and 0.1% at 0.2 eV.

**Heavily doped silicon in infrared light**

Take n = 2×10¹⁹ cm⁻³, 300 K and a photon energy of 0.2 eV (wavelength 6.2 μm). The chemical potential lies 1.6 meV below the band edge, small beside kT = 25.9 meV, so Fermi statistics matter although the gas is not strongly degenerate. The screening length is 1.02 nm.

The calculated optical friction is K = 2.41×10⁶ kg m⁻³ s⁻¹, giving γ = 1.48×10¹² s⁻¹. Since γ/ω = 0.0049, the high-frequency limit applies. Spread over the whole current, the damping rate is

Γ_ee = 0.404 × 1.48×10¹² ≈ 6.0×10¹¹ s⁻¹.

The resulting conductivity is 0.141 S/cm, or 14.1 S/m. With permittivity 11.7 and plasma energy 0.0955 eV, the refractive index is

N = √{11.7[1 − (0.0955/0.2)²]} ≈ 3.01.

The absorption coefficient is then

α = Re σ/(ε₀cN) = 14.1/(2.654×10⁻³ × 3.01) m⁻¹ ≈ 18 cm⁻¹.

**Adding impurities: the dc case**

Suppose impurities and phonons damp both groups at the same rate Γ. Each force equation gains −n_jm_jΓu_j, so both P and w acquire the extra decay rate Γ. At zero frequency,

σ_dc = e²[n²/(ρΓ) + R/(Γ + γ)].

If γ ≪ Γ, this tends to ne²/(m_cΓ). If γ ≫ Γ, the relative current is suppressed and 59.6% of that conductivity remains. Electron-electron collisions can therefore lower the dc conductivity when another process already removes momentum.

A rough mobility of 100 cm²/Vs gives Γ = 6.8×10¹³ s⁻¹. If each group is assumed to keep a rigidly shifted Fermi distribution, the static collision rate is γ = 2.31×10¹² s⁻¹, so γ/Γ = 0.034. The dc reduction is 0.404 × 0.034/1.034, or about 1.3%. This figure depends on the two assumptions behind it. Frequency-dependent (random-phase) screening raises γ to about 4.1×10¹² s⁻¹ and the reduction to about 2.3%. Equal rates Γ are also not guaranteed: Born scattering from screened impurities damps motion along the heavy direction only about half as fast, and at the same mobility this lowers the statically screened reduction to about 0.6% and the largest possible reduction from 40% to about 17%. The relative-motion lifetime of 432 fs is much longer than 1/Γ ≈ 15 fs, so the two-stage decay after a pulse would be hidden in this material.

**How far the numbers carry over to real silicon**

The density is in the range used for heavily doped n-type layers; the masses, permittivity and mobility are rough typical values. The assumption that real material breaks most strongly is the absence of impurities and phonons. Extrapolating the dc rate Γ to 0.2 eV gives a Drude absorption of about 1900 cm⁻¹, against 18 cm⁻¹ from intervalley collisions, a ratio of 0.9%. That extrapolation sets a scale and does not predict the impurity absorption spectrum. Impurity scattering treated like the electron-electron collisions (static screening, Born, one ion per electron) gives only about 200 cm⁻¹ at 0.2 eV, a ratio of about 9%, although that treatment also overestimates the mobility. The ratio is therefore uncertain by an order of magnitude.

The 18 cm⁻¹ is itself an order-of-magnitude result. Removing the screening, with all else fixed, multiplies it by 4.8. The photon energy is about twice the plasma energy, so static screening is doubtful here. It overstates the screening: frequency-dependent (random-phase) screening of the same bands multiplies the absorption by about 3.8, to roughly 67 cm⁻¹, most of the way to the unscreened value. The Born strength parameter, twice the screening length divided by the effective Bohr radius for the reduced mass m_lm_t/(m_l + m_t), is 0.52; higher-order scattering may matter and was not calculated.

Nonparabolic bands break the one-valley rule, because velocity is then no longer proportional to momentum. With a rough nonparabolicity of 0.5 eV⁻¹, the classical same-valley collision, started from the same momenta, changes the summed velocity by 5.5%. An estimate that corrects velocities but keeps parabolic energies gives same-orientation absorption equal to 1.1% of the parabolic intervalley result, while the intervalley part falls to 75% of it. The estimate omits the larger density of final states in nonparabolic bands, which offsets part of that fall; with nonparabolic energies throughout, at the same density, the intervalley part is about 90%. For collisions in which electrons exchange differently oriented valleys, the squared matrix element is estimated at 1% of that for collisions in which they keep them for the direct valley separation, and at about 2% for the shorter transfer through a reciprocal lattice vector, with vacuum Coulomb strength at large momentum transfer and no Bloch-function overlap factor. For parallel spins, however, both processes can reach the same final state, and their interference could change the absorption by roughly 10–15%; it is not included here. Opposite valleys are only 0.30 × 2π/a apart through a reciprocal lattice vector (a is the lattice constant), so umklapp collisions between them need only about 60 meV of kinetic energy. These collisions do not conserve P and would slowly damp the surviving current; their strength depends on Bloch-function overlaps and was not calculated.

**What to do in practice**

Do not insert the lifetime of an individual electron against electron-electron collisions into a Drude formula: collisions between electrons in valleys of the same orientation shorten that lifetime but, in the parabolic model, leave the current unchanged. For parabolic valleys, assign γ to the relative part R and the impurity and phonon rate to both parts. This rule assumes that the impurity and phonon rate does not depend on electron energy. When it does, collisions within one valley pass momentum from weakly to strongly scattered electrons and lower the dc conductivity as well. When both rates are far below ω, their contributions to Re σ add.

Strain offers a way to separate the mechanisms. If it moves essentially all electrons into one opposite pair of valleys, either n₁ or n₂ vanishes for a field along a cube axis, R becomes zero, and this absorption channel closes in the parabolic model. The valley splitting must be large compared with both kT and the Fermi energy; at the doping considered here that means roughly 0.2 eV, which takes a large strain. At the doping considered here the expected change is probably smaller than the impurity absorption, which strain may also alter, so the comparison is more favourable where mobile electrons are accompanied by fewer ionized impurities. Phonon-assisted absorption remains even then, and if the electrons are created by light, collisions with the holes add absorption of their own. The numerical output lists the values of the statically screened, equal-rate model.

Table of computed values

```
Temperature: 300 K
Electron density: 2e+19 cm^-3
Photon energy: 0.2 eV
Light wavelength in vacuum: 6.199 um
Angular frequency: 3.039e+14 s^-1
Longitudinal mass (rough input): 0.92 m0
Transverse mass (rough input): 0.19 m0
Relative permittivity (rough input): 11.7
Chemical potential from band edge: -1.58 meV
Thermal energy: 25.85 meV
Screening length: 1.023 nm
Plasma energy: 0.09552 eV
Collision, same valley: summed-velocity change: 4.5e-16
Collision, same valley: momentum transfer/initial: 0.457
Collision, X-Y valleys: summed-velocity change: 1.15
Collision, X-Y: momentum transfer/initial: 0.31
Collision, nonparabolic: summed-velocity change: 0.0551
Ring, masses 1 and 3: absorbing weight: 0.3333
Ring, masses 1 and 3: formula: 0.3333
Ring, equal masses: absorbing weight: 5.5e-28
Conductivity mass: 0.2583 m0
Mean mass of total-momentum motion: 0.4333 m0
Dampable share of current: 40.4 %
Surviving share: 59.6 %
Static friction K: 3.78e+06 kg m^-3 s^-1
Static relative-motion rate: 2.31e+12 s^-1
Static relative-motion lifetime: 432 fs
Optical friction K: 2.41e+06 kg m^-3 s^-1
Optical relative-motion rate: 1.48e+12 s^-1
Optical rate / angular frequency: 0.00485
Effective damping rate of whole current: 5.96e+11 s^-1
Real conductivity from e-e collisions: 0.141 S/cm
Refractive index used: 3.01
Absorption from e-e collisions: 17.6 cm^-1
Monte Carlo deviation at 0.05 eV: 0.49 %
Monte Carlo deviation at 0.2 eV: 0.099 %
Mobility (rough input): 100 cm2/Vs
Impurity/phonon rate from mobility: 6.8e+13 s^-1
Drude absorption from that rate: 1.9e+03 cm^-1
e-e absorption / Drude absorption: 0.0092
Unscreened / screened optical friction: 4.79
Nonparabolicity (rough input): 0.5 eV^-1
Nonparabolic same-orientation / main absorption: 0.011
Nonparabolic different-orientation / main absorption: 0.75
Born strength parameter: 0.52
Valley-exchange relative size, vacuum Coulomb: 0.012
```
